# Acoustic-phonon spectral density of a spherical Gaussian dot exciton: test program

```python
# Result under test: acoustic-phonon spectral density of a quantum-dot exciton
#   J(w) = sum_q |g_q|^2 delta(w-w_q)
#        = D^2 w^3 / (4 pi^2 rho hbar c^5) * exp(-w^2 l^2 / (2 c^2))
# Electron and hole wavefunctions are both proportional to exp(-r^2/(2 l^2)).
# D = a_c - a_v: shift of the gap per unit dilation; rho: mass density;
# c: longitudinal sound speed; w: angular frequency; hbar*g_q: coupling energy.
# SI units are used internally. Material inputs are rough typical values.
import numpy as np
from scipy.constants import hbar, k as kB, e, m_e, epsilon_0
from scipy.integrate import quad, trapezoid
from scipy.linalg import eigh_tridiagonal, solveh_banded, expm
from scipy.optimize import minimize, minimize_scalar

nm, ps, meV = 1e-9, 1e-12, 1e-3 * e
l, c, rho = 4.0 * nm, 5100.0, 5300.0
a_c, a_v = -7.0 * e, 1.5 * e
D = a_c - a_v
temperature = 10.0


def J(w):
    return D**2 * w**3 / (4*np.pi**2*rho*hbar*c**5) * np.exp(-w**2*l**2/(2*c**2))


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


w_peak = np.sqrt(3) * c / l
found = minimize_scalar(lambda x: -J(x*c/l)*ps, bounds=(0.2, 5), method="bounded",
                        options={"xatol": 1e-9})
assert abs(found.x*c/l / w_peak - 1) < 1e-5

# Form factor by radial quadrature of the density.
for x in (0.5, 1.7, 3.0):
    numeric = quad(lambda r: 4*np.pi*r**2*np.pi**-1.5*np.exp(-r*r)
                   * np.sinc(x*r/np.pi), 0, 10, epsabs=1e-12)[0]
    assert abs(numeric - np.exp(-x*x/4)) < 1e-9


# Radial vibrations of a large elastic sphere with a clamped surface.
def elastic_sphere(radius, step):
    count = int(round(radius/step))
    r = np.arange(count+1) * step
    volume = 4*np.pi/3 * (r[1:]**3 - r[:-1]**3)
    middle = (r[1:] + r[:-1]) / 2
    density = (np.pi*l*l)**-1.5 * np.exp(-middle**2/l**2)
    area = 4*np.pi*r[1:-1]**2
    mass = rho * area * step
    diagonal = rho*c*c*area**2*(1/volume[:-1] + 1/volume[1:]) / mass
    off = -rho*c*c*area[:-1]*area[1:]/volume[1:-1] / np.sqrt(mass[:-1]*mass[1:])
    force = D*area*(density[:-1] - density[1:]) / np.sqrt(mass)
    values, vectors = eigh_tridiagonal(diagonal*ps**2, off*ps**2, select="v",
                                       select_range=(0, (2.5*w_peak*ps)**2))
    w = np.sqrt(values) / ps
    g_squared = (vectors.T @ force)**2 / (2*hbar*w)
    sampled = g_squared[1:-1] / ((w[2:] - w[:-2])/2)
    banded = np.zeros((2, len(diagonal)))
    banded[0, 1:], banded[1] = off*ps**2, diagonal*ps**2
    static = 0.5 * force @ solveh_banded(banded, force) * ps**2
    return w[1:-1], sampled, static


sphere_errors = []
for step in (0.10*nm, 0.05*nm):
    w_modes, J_modes, relaxation_static = elastic_sphere(120*nm, step)
    use = (w_modes > 0.3*w_peak) & (w_modes < 2*w_peak)
    sphere_errors.append(np.max(np.abs(J_modes[use]/J(w_modes[use]) - 1)))
# Remaining error: radial mesh and finite spacing of the modes.
assert sphere_errors[1] < 0.01

# Relaxation energy and Huang-Rhys factor: quadrature against closed forms.
relaxation = D**2 / (2*rho*c*c*(2*np.pi)**1.5*l**3)
S = D**2 / (4*np.pi**2*rho*hbar*c**3*l**2)
relaxation_quad = hbar*quad(lambda x: J(x*w_peak)/x, 1e-9, 8)[0]
S_quad = quad(lambda x: J(x*w_peak)/(x*x*w_peak), 1e-9, 8)[0]
assert abs(relaxation_quad/relaxation - 1) < 1e-6
assert abs(S_quad/S - 1) < 1e-6
assert abs(relaxation_static/relaxation - 1) < 2e-3

# Plane-wave sum in a periodic box with a numerically transformed density.
box = 80*nm
q1 = 2*np.pi/box*np.arange(-26, 27)
x1 = np.linspace(-7*l, 7*l, 701)
density1 = np.exp(-x1**2/(2*l*l))**2
density1 /= density1.sum()
F1 = np.cos(np.outer(q1, x1)) @ density1
qx, qy, qz = np.meshgrid(q1, q1, q1, indexing="ij")
q = np.sqrt(qx**2 + qy**2 + qz**2)
F = F1[:, None, None]*F1[None, :, None]*F1[None, None, :]
keep = q > 0
q, F = q[keep], F[keep]
g2 = D**2*q**2*F**2/(2*rho*box**3*hbar*c*q)
variance = quad(lambda x: J(x*w_peak)*w_peak*ps**2, 0, 8)[0]
box_error = 0.0
for t in (0.0, 0.5*ps, 1.0*ps):
    continuum = quad(lambda x: J(x*w_peak)*w_peak*ps**2*np.cos(x*w_peak*t), 0, 8)[0]
    error = abs(np.sum(g2*np.cos(c*q*t))*ps**2 - continuum)/variance
    box_error = max(box_error, error)
assert box_error < 2e-3  # finite-box error from the non-smooth |q| at q=0


# All three elastic branches, cubic constants, ellipsoidal Gaussian density.
def directions(n):
    mu, weight = np.polynomial.legendre.leggauss(n)
    phi = (np.arange(2*n)+0.5)*np.pi/n
    m, p = np.meshgrid(mu, phi, indexing="ij")
    s = np.sqrt(1-m*m)
    unit = np.stack([s*np.cos(p), s*np.sin(p), m], axis=-1).reshape(-1, 3)
    return unit, np.repeat(weight*np.pi/n, 2*n)


def J_crystal(w, C11, C12, C44, shear=0.0, lxy=l, lz=l, n=32):
    unit, solid = directions(n)
    gamma = (C12+C44)*unit[:, :, None]*unit[:, None, :]
    for i in range(3):
        gamma[:, i, i] = C11*unit[:, i]**2 + C44*(1-unit[:, i]**2)
    values, vectors = np.linalg.eigh(gamma/C11)
    speed = np.sqrt(values*C11/rho)
    potential = np.array([D-shear/2, D-shear/2, D+shear])
    coupling = np.einsum("ni,nis->ns", unit*potential, vectors)
    size2 = lxy**2*(1-unit[:, 2]**2) + lz**2*unit[:, 2]**2
    result = []
    for freq in np.atleast_1d(w):
        term = coupling**2/speed**5*np.exp(-freq**2*size2[:, None]/(2*speed**2))
        result.append(freq**3*np.sum(solid[:, None]*term)/(16*np.pi**3*rho*hbar))
    return np.array(result)


c_t = 3000.0
isotropic = (rho*c*c, rho*(c*c-2*c_t*c_t), rho*c_t*c_t)
w_test = w_peak*np.array([0.1, 1.0, 2.0])
assert np.allclose(J_crystal(w_test, *isotropic), J(w_test), rtol=1e-8, atol=0)

cubic = (119e9, 54e9, 60e9)
b_shear = -1.8*e
w_two = w_peak*np.array([0.1, 1.0])
ratio_cubic = J_crystal(w_two, *cubic)/J(w_two)
ratio_shear = J_crystal(w_two, *cubic, shear=b_shear)/J(w_two)
ratio_coarse = J_crystal(w_two, *cubic, shear=b_shear, n=16)/J(w_two)
angle_shift = np.max(np.abs(ratio_coarse/ratio_shear-1))
assert angle_shift < 1e-3

# Flat dot with the same product of three lengths.
lz_flat = 2*nm
lxy_flat = np.sqrt(l**3/lz_flat)
w_flat = w_peak*np.array([1.0, 2.0])
ratio_flat = J_crystal(w_flat, *isotropic, lxy=lxy_flat, lz=lz_flat)/J(w_flat)
w_grid = np.linspace(1e-5, 8, 501)*w_peak
J_flat = J_crystal(w_grid, *isotropic, lxy=lxy_flat, lz=lz_flat)
relaxation_flat = hbar*trapezoid(J_flat/w_grid, w_grid)
assert abs(relaxation_flat/relaxation-1) < 1e-3

# Optical correlation of one displaced oscillator from explicit matrices.
size, g0, beta0, t0 = 70, 0.6, 1.0, 2.3
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
H0 = np.diag(np.arange(size)).astype(float)
HX = H0 + g0*(lower+lower.T)
thermal = np.exp(-beta0*np.arange(size))
thermal /= thermal.sum()
matrix = np.sum(thermal*np.diag(expm(1j*H0*t0) @ expm(-1j*HX*t0)))
formula = np.exp(1j*g0**2*t0 - g0**2*((1-np.cos(t0))/np.tanh(beta0/2)
                                      + 1j*np.sin(t0)))
assert abs(matrix-formula) < 1e-8


def phi(t, T):
    w = np.linspace(1e-6, 8, 20001)*w_peak
    kernel = np.cos(w*t)/np.tanh(hbar*w/(2*kB*T)) - 1j*np.sin(w*t)
    return trapezoid(J(w)/w**2*kernel, w)


phi0 = phi(0, temperature).real
memory = abs(phi(10*ps, temperature))/phi0
assert memory < 1e-3

# Two-width variational estimate with Coulomb attraction (nm and meV).
mass_e, mass_h, eps_r = 0.067, 0.35, 12.9
kinetic = hbar**2/m_e/(meV*nm**2)
coulomb = e**2/(4*np.pi*epsilon_0*eps_r)/(meV*nm)
l_nm = l/nm
gap_e, gap_h = kinetic/(mass_e*l_nm**2), kinetic/(mass_h*l_nm**2)


def pair_energy(x):
    one = sum(0.75*gap*((l_nm/a)**2+(a/l_nm)**2) for gap, a in zip((gap_e, gap_h), x))
    return one - coulomb*2/np.sqrt(np.pi)/np.hypot(x[0], x[1])


fit = minimize(pair_energy, [l_nm, l_nm], method="Nelder-Mead",
               options={"xatol": 1e-8, "fatol": 1e-9})
assert fit.success
le, lh = fit.x*nm
attraction = coulomb*np.sqrt(2/np.pi)/l_nm


def factors(q_value):
    return np.exp(-q_value**2*le**2/4), np.exp(-q_value**2*lh**2/4)


q_peak = w_peak/c
Fe, Fh = factors(q_peak)
ratio_width = (a_c*Fe-a_v*Fh)**2/(D**2*np.exp(-q_peak**2*l*l/2))
unit, solid = directions(32)
polar = 2*np.stack([unit[:, 1]*unit[:, 2], unit[:, 2]*unit[:, 0],
                    unit[:, 0]*unit[:, 1]], axis=1)
long_part = np.sum(solid*np.sum(polar*unit, axis=1)**2)/(4*np.pi)
trans_part = np.sum(solid*np.sum(polar**2, axis=1))/(4*np.pi) - long_part
e14 = 0.16
field_energy = e*e14/(epsilon_0*eps_r)
J_piezo = 0.0
for strength, speed in ((long_part, c), (trans_part, c_t)):
    f_e, f_h = factors(w_peak/speed)
    J_piezo += (strength*field_energy**2*(f_e-f_h)**2*w_peak
                / (4*np.pi**2*rho*hbar*speed**3))

spacing = 0.283*nm
dispersion = 1-np.sin(q_peak*spacing/2)/(q_peak*spacing/2)
Z_host, Z_dot = np.sqrt(rho*cubic[0]), np.sqrt(5700*83e9)
reflection = abs(Z_host-Z_dot)/(Z_host+Z_dot)

show("Wavefunction length l", l/nm, "nm")
show("Longitudinal sound speed c", c/1000, "km/s")
show("Mass density", rho/1000, "g/cm3")
show("Conduction-edge potential a_c", a_c/e, "eV")
show("Valence-edge potential a_v", a_v/e, "eV")
show("Gap potential D", D/e, "eV")
show("Temperature", temperature, "K")
show("Prefactor J/w^3 at low frequency", J(1e6)/1e18/ps**2, "ps2")
show("Peak angular frequency", w_peak*ps, "rad/ps")
show("Peak phonon energy", hbar*w_peak/meV, "meV")
show("Peak wavevector", q_peak*nm, "1/nm")
for multiple in (0.5, 1.0, 2.0):
    show(f"J at {multiple:g} times peak frequency", J(multiple*w_peak)*ps, "1/ps")
show("Relaxation energy", relaxation/meV*1000, "ueV")
show("Relaxation energy, static elastic sphere", relaxation_static/meV*1000, "ueV")
show("Huang-Rhys factor S", S)
show("Zero-phonon weight at 0 K", np.exp(-S))
show("Thermal exponent phi(0) at 10 K", phi0)
show("Zero-phonon weight at 10 K", np.exp(-phi0))
show("Remaining |phi(10 ps)|/phi(0)", memory, digits=2)
show("Sphere test max error, 0.10 nm mesh", 100*sphere_errors[0], "%", 3)
show("Sphere test max error, 0.05 nm mesh", 100*sphere_errors[1], "%", 3)
show("Periodic-box test max error / variance", 100*box_error, "%", 3)
print("Rough cubic constants C11, C12, C44:", *[f"{x/1e9:.0f}" for x in cubic], "GPa")
show("Cubic/isotropic J at 0.1 peak frequency", ratio_cubic[0])
show("Cubic/isotropic J at peak frequency", ratio_cubic[1])
show("Heavy-hole shear potential b", b_shear/e, "eV")
show("Cubic+shear/isotropic J at 0.1 peak", ratio_shear[0])
show("Cubic+shear/isotropic J at peak", ratio_shear[1])
show("Direction-mesh shift, 16 to 32 polar nodes", 100*angle_shift, "%", 2)
show("Flat-dot vertical length", lz_flat/nm, "nm")
show("Flat-dot lateral length", lxy_flat/nm, "nm")
show("Flat/spherical J at peak frequency", ratio_flat[0])
show("Flat/spherical J at twice peak frequency", ratio_flat[1])
show("Flat/spherical relaxation energy", relaxation_flat/relaxation, digits=6)
show("Electron mass", mass_e, "free-electron masses")
show("Hole mass", mass_h, "free-electron masses")
show("Relative permittivity", eps_r)
show("Electron level spacing", gap_e, "meV")
show("Hole level spacing", gap_h, "meV")
show("Coulomb attraction at equal widths", attraction, "meV")
show("Electron length with attraction", le/nm, "nm")
show("Hole length with attraction", lh/nm, "nm")
show("Unequal/equal-width deformation J at peak", ratio_width)
show("Piezoelectric constant e14", e14, "C/m2")
show("Transverse speed for piezo estimate", c_t/1000, "km/s")
show("Piezoelectric J / model J at peak", J_piezo/J(w_peak), digits=3)
show("Lattice-dispersion slowing at peak", 100*dispersion, "%", 3)
show("Dot-host acoustic reflection amplitude", reflection, digits=3)
show("Peak phonon energy / hole spacing", hbar*w_peak/meV/gap_h)
show("Thermal energy at 10 K", kB*temperature/meV, "meV")
show("Thermal energy at 300 K", kB*300/meV, "meV")
show("Thermal energy at 300 K / hole spacing", kB*300/meV/gap_h)
print("finished without a failed check")
```

Running it gives:

```
Wavefunction length l: 4 nm
Longitudinal sound speed c: 5.1 km/s
Mass density: 5.3 g/cm3
Conduction-edge potential a_c: -7 eV
Valence-edge potential a_v: 1.5 eV
Gap potential D: -8.5 eV
Temperature: 10 K
Prefactor J/w^3 at low frequency: 0.02436 ps2
Peak angular frequency: 2.208 rad/ps
Peak phonon energy: 1.454 meV
Peak wavevector: 0.433 1/nm
J at 0.5 times peak frequency: 0.02254 1/ps
J at 1 times peak frequency: 0.05854 1/ps
J at 2 times peak frequency: 0.005203 1/ps
Relaxation energy: 41.65 ueV
Relaxation energy, static elastic sphere: 41.65 ueV
Huang-Rhys factor S: 0.0396
Zero-phonon weight at 0 K: 0.9612
Thermal exponent phi(0) at 10 K: 0.1096
Zero-phonon weight at 10 K: 0.8962
Remaining |phi(10 ps)|/phi(0): 1.3e-06
Sphere test max error, 0.10 nm mesh: 0.177 %
Sphere test max error, 0.05 nm mesh: 0.0444 %
Periodic-box test max error / variance: 0.0105 %
Rough cubic constants C11, C12, C44: 119 54 60 GPa
Cubic/isotropic J at 0.1 peak frequency: 1.155
Cubic/isotropic J at peak frequency: 0.9661
Heavy-hole shear potential b: -1.8 eV
Cubic+shear/isotropic J at 0.1 peak: 1.488
Cubic+shear/isotropic J at peak: 0.9827
Direction-mesh shift, 16 to 32 polar nodes: 4.6e-05 %
Flat-dot vertical length: 2 nm
Flat-dot lateral length: 5.657 nm
Flat/spherical J at peak frequency: 0.7496
Flat/spherical J at twice peak frequency: 4.531
Flat/spherical relaxation energy: 1
Electron mass: 0.067 free-electron masses
Hole mass: 0.35 free-electron masses
Relative permittivity: 12.9
Electron level spacing: 71.08 meV
Hole level spacing: 13.61 meV
Coulomb attraction at equal widths: 22.27 meV
Electron length with attraction: 3.878 nm
Hole length with attraction: 3.508 nm
Unequal/equal-width deformation J at peak: 1.148
Piezoelectric constant e14: 0.16 C/m2
Transverse speed for piezo estimate: 3 km/s
Piezoelectric J / model J at peak: 0.00599
Lattice-dispersion slowing at peak: 0.0626 %
Dot-host acoustic reflection amplitude: 0.0718
Peak phonon energy / hole spacing: 0.1068
Thermal energy at 10 K: 0.8617 meV
Thermal energy at 300 K: 25.85 meV
Thermal energy at 300 K / hole spacing: 1.9
finished without a failed check
```
